# Comment on the claim that every periodic potential changes the free bands

**The argument under review.** The argument concerns one electron on a line in a periodic potential. At the zone boundary the plane waves $e^{-iGx/2}$ and $e^{iGx/2}$ have equal kinetic energy. The Fourier component $V_G$ couples them, so the levels are said to split by $2|V_G|$. Higher components, or several steps through lower ones, are said to split the higher crossings in the same way. The author concludes that any nonconstant periodic potential changes the free spectrum, and applies this to $V_0e^{2ix}$, predicting a first gap of $2|V_0|$.

I examine the conclusion for real potentials first, then the application.

**1. Real potentials**

I use atomic units, with $H=-\tfrac12\,d^2/dx^2+V(x)$, period $a=2\pi/G$ and Bloch condition $\psi(x+a)=e^{ika}\psi(x)$. The free levels at fixed $k$ are $T_q=q^2/2$ with $q=k+nG$. Let $V$ be real and bounded, with Fourier components $V_l$ and mean $V_0^{\rm av}$, and suppose that it reproduces all free bands.

Fix $k$ strictly between $0$ and $G/2$, and take the trial function
$$\phi=e^{iqx}+\sum_{l\neq0}\frac{V_l}{T_q-T_{q+lG}}\,e^{i(q+lG)x}.$$
The denominators are $-\tfrac{G^2}{2}\,l\,(l+2q/G)$. The larger of $|l|$ and $|l+2q/G|$ is at least $|q|/G$, and the smaller is bounded below because $2q/G$ is not an integer. The correction therefore has norm of order $1/|q|$. In $(H-T_q-V_0^{\rm av})\phi$ the kinetic energy acting on the correction cancels $(V-V_0^{\rm av})e^{iqx}$, which leaves a remainder of order $1/|q|$. For a Hermitian operator this means that some level lies within order $1/|q|$ of $T_q+V_0^{\rm av}$. The free levels at this $k$ have spacings that grow with $|q|$, so $V_0^{\rm av}=0$.

At $k=0$ the constant function then has energy expectation zero. The lowest free level is also zero, so the constant attains the minimum and must be an eigenfunction. That gives $V=0$. The author's conclusion is thus correct for real potentials, in the sense that a nonconstant one cannot reproduce all free bands. Both halves of the proof use Hermiticity.

**2. The faulty step**

The two-wave secular equation at the zone boundary, with $E_1=G^2/8$ and zero mean potential, is
$$\det\begin{pmatrix}E_1-E&V_{-G}\\V_G&E_1-E\end{pmatrix}=0\quad\Rightarrow\quad(E-E_1)^2=V_GV_{-G}.$$
The product becomes $|V_G|^2$ when $V_{-G}=V_G^*$, which holds for a real potential. For $V_0e^{iGx}$, of which the author's potential is the case $G=2$, one has $V_{-G}=0$, and the predicted splitting vanishes. Two waves do not settle the full problem, so the complete expansion is needed.

**3. The full spectrum**

From here on $V=V_0e^{iGx}$ with $V_0\neq0$. Put $\psi=\sum_nc_ne^{i(k+nG)x}$ and $T_n=(k+nG)^2/2$. The potential raises the index by one, so
$$(T_n-E)c_n+V_0c_{n-1}=0. \tag{1}$$
The matrix is triangular. For an infinite matrix this does not by itself put the eigenvalues on the diagonal, so normalizability must be used. Rewrite (1) as $c_{n-1}=(E-T_n)c_n/V_0$. If there were nonzero coefficients at arbitrarily negative $n$, one could start below every index with $T_n=E$. All lower coefficients would then be nonzero and would grow, because $T_n\to\infty$. A normalizable state therefore has a lowest nonzero coefficient $c_{n_0}$, and (1) at $n_0$ gives $E=T_{n_0}$.

Conversely, let $n_0$ be the largest index with $T_{n_0}=E$. Then $c_n=V_0c_{n-1}/(E-T_n)$ for $n>n_0$ defines coefficients that decrease rapidly once $n$ is large, so the state is normalizable and every $T_n$ is an eigenvalue. There is no other spectrum at fixed $k$. For $\lambda>|V_0|$ one can write $H+\lambda=[1+V(T+\lambda)^{-1}](T+\lambda)$, where $T$ is the kinetic energy. The bracket is invertible and $(T+\lambda)^{-1}$ is compact, so $H+\lambda$ has a compact inverse.

On the whole line the spectrum is $[0,\infty)$. For $E$ outside this set the inverses of $H(k)-E$ are continuous in $k$, hence uniformly bounded over the zone, and together they form the inverse on the line. For $E=q^2/2$, a Bloch solution with a smooth envelope of length $L$ satisfies the equation up to a relative error of order $1/L$.

The states do change. Starting from $c_0$ at wavenumber $q$, where $2q/G$ is not a negative integer (section 4 treats that case), the denominators are $E-T_n=-\tfrac{G^2}{2}n(n+\nu)$ with $\nu=2q/G$. Hence
$$c_n=\frac{(-2V_0/G^2)^n}{n!\,(\nu+1)(\nu+2)\cdots(\nu+n)}\,c_0 .$$
This is the power series of the Bessel function $J_\nu(z)$ with $z=(\sqrt{8V_0}/G)\,e^{iGx/2}$, since $(z/2)^2=(2V_0/G^2)e^{iGx}$.

For numbers I take $a=4$ Å and $V_0=2$ eV, so $G^2/2=9.4008$ eV. At $q=0.3\,G$, $c_1/c_0=-(2/9.4008)/1.6=-0.133$: a visible admixture with no energy shift.

**4. What happens at the crossings**

Free levels cross when the wavenumbers $-mG/2$ and $+mG/2$ both belong to the same $k$, at $E_m=m^2G^2/8$, $m=1,2,\dots$. Label the waves by $q_j=-mG/2+jG$, so the pair is $j=0$ and $j=m$. Then
$$E_m-T_j=\tfrac12\left[\tfrac{m^2G^2}{4}-\left(jG-\tfrac{mG}{2}\right)^2\right]=\tfrac{G^2}{2}\,j(m-j).$$

Try to build an eigenvector starting at $j=0$ with $c_0=1$. Equation (1) gives nonzero $c_1,\dots,c_{m-1}$. At $j=m$ the diagonal term vanishes and (1) demands $V_0c_{m-1}=0$, a contradiction. Up to a factor there is one eigenvector, $\phi$, which starts at $j=m$ with $\phi_m=1$.

The missing partner is a generalized vector $\chi$ obeying
$$(H-E_m)\chi=\beta_m\phi,\qquad \chi_0=1,\quad\chi_m=0 .$$
For $0<j<m$ its components follow (1). At $j=m$ the equation reads $V_0\chi_{m-1}=\beta_m$. For $j>m$ it fixes $\chi_j$ uniquely, because $T_j-E_m$ is nonzero. Since this difference also grows, the components eventually decrease rapidly and $\chi$ is normalizable. Therefore
$$\beta_m=V_0\prod_{j=1}^{m-1}\frac{V_0}{(G^2/2)\,j(m-j)}=\frac{V_0^m(2/G^2)^{m-1}}{[(m-1)!]^2}. \tag{2}$$
The chain stops here. A further vector $\xi$ with $(H-E_m)\xi=\chi$ would have no components below $j=0$, by the growth argument, and its equation at $j=0$ would read $0=1$. Each crossing thus carries a $2\times2$ Jordan block, and the algebraic multiplicity is the free one. The same contradiction, applied at the starting index of an unpaired level such as $E=0$, shows that such a level is simple.

In the example $E_1=2.350$ eV and $\beta_1=2$ eV. For $m=2$, $\beta_2=2^2/9.4008=0.4255$ eV. For $m=3$, $\beta_3=2^3/(4\times9.4008^2)=0.0226$ eV.

The two Bloch states merge on approach to a crossing. At $q=-G/2+\delta$ the next wave lies higher by $T_1-E=G\delta$, so $c_1/c_0=-V_0/(G\delta)$. For $\delta=0.01\,G$ this is $-2/0.188=-10.6$: the state is mostly its would-be partner. Keeping two waves, the normalized overlap is $10.6/\sqrt{1+10.6^2}=0.996$, in agreement with the computed 0.9957.

**5. An independent check in real space**

Let $M$ carry $(\psi,\psi')$ across one period, and let $\Delta(E)$ be its trace. Since $\det M=1$, $E$ belongs to $H(k)$ when $\Delta(E)=2\cos ka$. The potential is analytic, so the equation can also be followed from $i\eta$ to $i\eta+a$. If $S$ carries the solution from $0$ to $i\eta$, periodicity makes the same $S$ carry it from $a$ to $a+i\eta$, and the shifted transfer matrix is $SMS^{-1}$. Its trace is unchanged, while the potential on the shifted path is $V_0e^{-G\eta}e^{iGx}$. Letting $\eta\to\infty$ gives
$$\Delta(E)=2\cos\!\left(a\sqrt{2E}\right),$$
the free result, for any size of $V_0$. The argument covers every finite sum of harmonics $e^{inGx}$ with $n\ge1$.

Direct integration gives $\Delta=-1.152046$ at 4 eV, equal to the free value in all printed digits. At $E_m$ the free matrix is $M=(-1)^m\mathbb 1$. Here $D=M-(-1)^m\mathbb 1$ is nonzero, because there is one Bloch solution, yet $D^2=0$, because both eigenvalues of $M$ are $(-1)^m$. With derivatives taken with respect to $x/a$, the computed norms of $D$ are 1.198, 0.343 and 0.020 for $m=1,2,3$, and the test $D^2=0$ holds within numerical error.

**6. Physical consequence**

Because $(H-E_m)^2\chi=0$, the exponential series ends after two terms:
$$e^{-iHt}\chi=e^{-iE_mt}\left(\chi-i\beta_mt\,\phi\right).$$
For $m=1$, a plane wave of unit amplitude at $-G/2$ feeds the wave at $+G/2$ with amplitude $|V_0|t$, which reaches 3.04 after 1 fs. The higher components of $\chi$ do not matter for this, since $H$ never lowers the index. For the same reason a wave at $+G/2$ never feeds $-G/2$. An amplitude above one is possible because $H$ is not Hermitian and the norm is not conserved. At the exact Bragg wavenumber, one-way linear growth thus takes the place of a gap. For a starting wave at $-G/2+\delta$ the fed amplitude is $2|V_0|\,|\sin(G\delta t/2)|/(G|\delta|)$. It follows $|V_0|t$ while $G|\delta|t\ll1$ and never exceeds $2|V_0|/(G|\delta|)$, which is 21.3 for $\delta=0.01\,G$. A wave packet, which contains a range of $\delta$, therefore shows linear growth for a limited time only.

**7. In what sense a gap is missing**

Add a backward term $We^{-iGx}$ with $V_0W>0$. The shift $x\to x+i\eta$ multiplies $V_0$ by $e^{-G\eta}$ and $W$ by $e^{G\eta}$ without changing $\Delta(E)$, and a real translation changes their phases by opposite amounts. The spectrum therefore depends on the product $V_0W$, and equals that of the real potential $2g\cos Gx$ with $g=\sqrt{V_0W}$.

For small $g$, eliminate all waves except the pair at $\pm mG/2$. Reflection symmetry gives both the same diagonal shift. Their coupling needs at least $m$ steps, each intermediate wave contributing $1/(E_m-T_j)$, so to leading order it is (2) with $V_0$ replaced by $g$. The even and odd combinations split by
$$\text{gap}_m\simeq2\beta_m(g)=2\sqrt{\beta_m(V_0)\,\beta_m(W)}\;\propto\;W^{m/2}.$$
With $W=0.002$ eV the first gap is $2\sqrt{2\times0.002}=0.126$ eV, some sixty times $W$; diagonalization agrees. The second is $2\times0.004/9.4008=8.5\times10^{-4}$ eV. The square-root sensitivity belongs to $m=1$; the second gap is linear in $W$.

As a control, the real potential $V_0\cos Gx$ has $V_{\pm G}=V_0/2=1$ eV. Its first gap is 1.994 eV, against 2 eV to leading order, and its lowest level is $-0.209$ eV, below zero as section 1 requires.

**8. A caution for the revision**

The author should not replace the original claim by "a triangular matrix always gives Jordan blocks". Add a second forward harmonic $V_2e^{2iGx}$. By section 5 the spectrum stays free. At the $m=2$ crossing, however, the condition that blocked the second eigenvector becomes
$$V_2c_0+V_0c_1=V_2+\frac{2V_0^2}{G^2}=0,$$
which is satisfied by $V_2=-2V_0^2/G^2=-0.4255$ eV. Two independent eigenvectors then exist, and the computed $D$ at $E_2$ vanishes within numerical error. One-way coupling keeps the energies free. Whether a crossing is defective depends on the total amplitude that connects its two waves, and for the single harmonic (2) shows that this amplitude is never zero.

The main computed values are collected in the numerical output.

## Numbers as computed

```
period a = 4.0 angstrom, V0 = 2.0 eV
G = 1.57080 1/angstrom
kinetic scale G^2/2 = 9.4008 eV
E = -1.0 eV: Delta integrated 7.891038, free 7.891038
E = 1.0 eV: Delta integrated -0.920844, free -0.920844
E = 4.0 eV: Delta integrated -1.152046, free -1.152046
E = 12.0 eV: Delta integrated 1.370742, free 1.370742
Bloch state q = 0.3 G: c1/c0 = -0.13297, c2/c0 = 0.005440
m = 1: E_m = 2.3502 eV, beta_m = 2.00000 eV, transfer defect norm = 1.1980
m = 2: E_m = 9.4008 eV, beta_m = 0.42550 eV, transfer defect norm = 0.3431
m = 3: E_m = 21.1517 eV, beta_m = 0.02263 eV, transfer defect norm = 0.0201
second harmonic removing m = 2 block: V2 = -0.42550 eV
m = 2 defect norm below 1e-6 with V2: True
k offset 0.100 G from crossing: overlap of the two states = 0.729914
k offset 0.010 G from crossing: overlap of the two states = 0.995657
k offset 0.001 G from crossing: overlap of the two states = 0.999956
m = 1: amplitude at +mG/2 after 1 fs = 3.03853
m = 2: amplitude at +mG/2 after 1 fs = 0.64644
m = 3: amplitude at +mG/2 after 1 fs = 0.03438
backward amplitude W = 0.002 eV
m = 1: gap with W = 1.26490e-01 eV, leading formula = 1.26491e-01 eV
m = 2: gap with W = 8.50927e-04 eV, leading formula = 8.50996e-04 eV
m = 3: gap with W = 1.43129e-06 eV, leading formula = 1.43131e-06 eV
V0 cos(Gx): lowest level = -0.20870 eV
V0 cos(Gx): first gap = 1.99436 eV
V0 cos(Gx): second gap = 0.20864 eV
V0 cos(Gx): Delta at E_1 = -2.44439
```
